# The central spin-resonance line of exchange-coupled phosphorus donor pairs in silicon: test program

```python
# Result under test: two P donors in Si with exchange J >> hyperfine A absorb at
# nu0 + (A/2)(m1+m2): two lines at the isolated positions and one midway.
# For antiparallel nuclei and any J, with R = sqrt(J^2+A^2), the inner lines are
# at +-(R-J)/2 and carry the share (1+J/R)/2 of the antiparallel intensity.
# Thermal weight of a pair relative to two isolated donors: 4/(3+exp(J/kT)).
# J multiplies S1.S2 (J > 0: singlet lowest). Energies are in MHz (E/h).
# A simulated implant then gives the centre line of random and paired layers.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.spatial import cKDTree
from pyscf import gto

# rough typical values for P in natural silicon, and chosen conditions
A = 117.5            # hyperfine constant, MHz
g = 1.9985           # electron g factor
gamma_n = 17.24      # 31P nuclear frequency per field, MHz/T
width = 7.0          # full linewidth, MHz
eps_r = 11.7         # relative permittivity
a_B = 1.8            # effective donor radius, nm
nu_x = 9700.0        # microwave frequency, MHz
T = 10.0             # temperature, K
dose = 1e11          # cm^-2
straggle = 25.0      # nm
muB = sc.physical_constants['Bohr magneton'][0]
mhz_per_T = g * muB / sc.h / 1e6
mhz_per_meV = sc.e * 1e-3 / sc.h / 1e6


def kT_mhz(temp):
    return sc.k * temp / sc.h / 1e6


# ---------- full spin Hamiltonian: electrons 1, 2 and nuclei 1, 2 ----------
half = [np.array([[0, 1], [1, 0]], complex) / 2,
        np.array([[0, -1j], [1j, 0]]) / 2,
        np.array([[1, 0], [0, -1]], complex) / 2]


def site_ops(site):
    ops = []
    for m in half:
        out = np.eye(1)
        for k in range(4):
            out = np.kron(out, m if k == site else np.eye(2))
        ops.append(out)
    return ops


S1, S2, I1, I2 = [site_ops(k) for k in range(4)]


def dot(P, Q):
    return sum(p @ q for p, q in zip(P, Q))


H_ex = dot(S1, S2)
H_hf = A * (dot(S1, I1) + dot(S2, I2))


def spectrum(J, nu0, temp):
    """Offsets from nu0 and absorption strengths of all transitions."""
    H = (nu0 * (S1[2] + S2[2]) + J * H_ex + H_hf
         - gamma_n * nu0 / mhz_per_T * (I1[2] + I2[2]))
    E, V = np.linalg.eigh(H)
    p = np.exp(-(E - E[0]) / kT_mhz(temp))
    p /= p.sum()
    M = np.abs(V.conj().T @ (S1[0] + S2[0]) @ V) ** 2
    lo, up = np.triu_indices(16, 1)
    return E[up] - E[lo] - nu0, (p[lo] - p[up]) * M[lo, up]


def window(d, s, low, high):
    k = (d > low) & (d < high)
    total = s[k].sum()
    return total, (d[k] * s[k]).sum() / total if total > 0 else np.nan


# ---------- crossover at high field, where only secular terms act ----------
crossover = []
for ratio in (1, 3, 10):
    J = ratio * A
    R = np.hypot(J, A)
    d, s = spectrum(J, 3e5, 1e5)
    k = abs(d) < A / 4
    inner = (abs(d[k]) * s[k]).sum() / s[k].sum()
    share = s[k].sum() / s.sum()
    assert abs(inner - (R - J) / 2) < 0.05
    assert abs(share - (1 + J / R) / 4) < 2e-3
    crossover.append((ratio, inner, share))

# ---------- strong coupling at the working frequency ----------
J_ex = 50000.0
d0, s0 = spectrum(0.0, nu_x, T)
d1, s1 = spectrum(J_ex, nu_x, T)
iso_lo, iso_hi = window(d0, s0, -90, -30), window(d0, s0, 30, 90)
c0 = window(d0, s0, -A / 4, A / 4)[0] / s0.sum()
lines = [window(d1, s1, *w) for w in ((-90, -30), (-A / 4, A / 4), (30, 90))]
tot1 = sum(x[0] for x in lines)
shares = [x[0] / tot1 for x in lines]
assert c0 < 1e-3
assert np.allclose(shares, [0.25, 0.5, 0.25], atol=0.01)
assert abs(lines[0][1] - iso_lo[1]) < 1 and abs(lines[2][1] - iso_hi[1]) < 1
midpoint = (iso_lo[1] + iso_hi[1]) / 2
assert abs(lines[1][1] - midpoint) < 1


def weight(J, temp):
    return 4 / (3 + np.exp(J / kT_mhz(temp)))


w_diag = tot1 / s0.sum()
assert abs(w_diag / weight(J_ex, T) - 1) < 0.01

# ---------- hydrogenic exchange law, checked on stretched H2 ----------


def law(x):
    """Triplet minus singlet energy in effective hartree at distance x radii."""
    return 1.641 * x ** 2.5 * np.exp(-2 * x)


x_h2 = 7.0
mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, x_h2)]], unit='Bohr',
            basis='aug-cc-pvtz', verbose=0)
sv, su = np.linalg.eigh(mol.intor('int1e_ovlp'))
X = su / np.sqrt(sv)
h1 = X.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X
n = h1.shape[0]
eri = mol.intor('int2e').reshape(n, n, n, n)
for _ in range(4):       # each pass transforms one index and rotates the axes
    eri = np.tensordot(eri, X, axes=(0, 0))
one = np.eye(n)
H2e = (eri.transpose(0, 2, 1, 3) + np.einsum('ik,jl->ijkl', h1, one)
       + np.einsum('ik,jl->ijkl', one, h1))


def lowest(sign):
    i, j = np.triu_indices(n, 0 if sign > 0 else 1)
    norm = np.where(i == j, np.sqrt(0.5), 1.0)
    direct = H2e[i[:, None], j[:, None], i[None, :], j[None, :]]
    swapped = H2e[i[:, None], j[:, None], j[None, :], i[None, :]]
    M = (direct + sign * swapped) * np.outer(norm, norm)
    return eigh(M, eigvals_only=True, subset_by_index=[0, 0])[0]


split_h2 = lowest(-1) - lowest(+1)
# the law is only the leading long-distance term, hence the wide tolerance
assert abs(split_h2 / law(x_h2) - 1) < 0.3

hartree_eff = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r * a_B * 1e-9) * 1e3  # meV


def J_of_r(r):
    # held at its maximum at short distance, where the law no longer applies
    return hartree_eff * mhz_per_meV * law(np.maximum(r / a_B, 1.25))


def r_of_J(J):
    return brentq(lambda r: np.log(J_of_r(r) / J), 1.25 * a_B, 40 * a_B)


J_min = (A ** 2 - width ** 2) / (2 * width)   # inner splitting equals linewidth
r_c = r_of_J(J_min)
r_kT = r_of_J(kT_mhz(T))
r_weak = r_of_J(width)

# ---------- simulated implanted layers ----------
rng = np.random.default_rng(5)
L = 8000.0                                    # lateral period, nm
n_ions = int(round(dose * 1e-14 * L ** 2))
box = np.array([L, L, 1e4])


def random_ions(m):
    return np.column_stack([rng.uniform(0, L, m), rng.uniform(0, L, m),
                            5000 + straggle * rng.standard_normal(m)])


def analyse(pos, scale=1.0):
    """Fractions in singles, pairs, larger clusters; J of pairs; centre share."""
    m = len(pos)
    tree = cKDTree(pos, boxsize=box)
    e = tree.query_pairs(r_of_J(J_min / scale), output_type='ndarray')
    graph = coo_matrix((np.ones(len(e)), (e[:, 0], e[:, 1])), shape=(m, m))
    label = connected_components(graph, directed=False)[1]
    size = np.bincount(label)[label]
    e = e[size[e[:, 0]] == 2]
    sep = pos[e[:, 0]] - pos[e[:, 1]]
    sep -= box * np.round(sep / box)
    J = scale * J_of_r(np.linalg.norm(sep, axis=1))
    single, pair = np.mean(size == 1), np.mean(size == 2)
    w = weight(J, T).mean()
    centre = pair * w / 2 / (single + pair * w)
    return dict(single=single, pair=pair, more=np.mean(size > 2), J=J, w=w,
                c=centre, f=pair / (single + pair), tree=tree)


pos_r = random_ions(n_ions)
rand = analyse(pos_r)
weak = analyse(pos_r, 0.1)
nearest = rand['tree'].query(pos_r, k=2)[0][:, 1]
between = np.mean((nearest > r_c) & (nearest < r_weak))

n_partner = n_ions // 10                      # one fifth of donors in placed pairs
spread = 6.0                                  # nm per axis
base = random_ions(n_ions - n_partner)
partner = base[:n_partner] + spread * rng.standard_normal((n_partner, 3))
partner[:, :2] %= L
clus = analyse(np.vstack([base, partner]))

# random baseline from Poisson statistics with the local density
N_peak = dose * 1e-14 / (np.sqrt(2 * np.pi) * straggle)      # nm^-3


def exclusive_pairs(N):
    V = 4 * np.pi / 3 * r_c ** 3
    return quad(lambda r: 4 * np.pi * r * r * N * np.exp(
        -N * V * (1 + 0.75 * r / r_c - (r / r_c) ** 3 / 16)), 0, r_c)[0]


f_poisson = quad(lambda u: np.exp(-u * u / 2) / np.sqrt(2 * np.pi)
                 * exclusive_pairs(N_peak * np.exp(-u * u / 2)), -7, 7)[0]
# tolerance: counting noise and density variation across the coupling radius
assert abs(rand['pair'] / f_poisson - 1) < 0.10

# centre strength of simulated pairs: full diagonalization against the weight
sample = clus['J'][:300]
strength = []
for J in sample:
    d, s = spectrum(J, nu_x, T)
    strength.append(window(d, s, -A / 4, A / 4)[0] / s0.sum())
mean_diag, mean_law = np.mean(strength), np.mean(weight(sample, T)) / 2
assert abs(mean_diag / mean_law - 1) < 0.03
assert clus['c'] > rand['c']
for layer in (rand, clus):
    assert 2 * layer['c'] < layer['f']

# ---------- neglected dipolar coupling: largest splitting is 3 d ----------


def dipolar_split(r):
    return 3 * sc.mu_0 * (g * muB) ** 2 / (4 * np.pi * sc.h * (r * 1e-9) ** 3) / 1e6


assert dipolar_split(r_kT) < width

print(f"hyperfine constant A: {A:.1f} MHz = {A / mhz_per_T * 1e3:.2f} mT")
print(f"linewidth: {width:.1f} MHz = {width / mhz_per_T * 1e3:.2f} mT")
print(f"g factor: {g:.4f}; relative permittivity: {eps_r:.1f}")
print(f"donor radius: {a_B:.1f} nm; effective hartree: {hartree_eff:.1f} meV")
print(f"microwave frequency: {nu_x / 1e3:.1f} GHz")
print(f"centre field: {nu_x / mhz_per_T * 1e3:.1f} mT")
print(f"temperature: {T:.0f} K; kT/h: {kT_mhz(T) / 1e3:.0f} GHz")
for ratio, inner, share in crossover:
    print(f"J/A={ratio}: inner lines +-{inner:.2f} MHz, share of all {share:.3f}")
print(f"isolated lines: {iso_lo[1]:.2f} and {iso_hi[1]:.2f} MHz from nu0")
print(f"pair exchange in test: {J_ex / 1e3:.0f} GHz = {J_ex / mhz_per_meV:.3f} meV")
print("pair lines: " + ", ".join(f"{x[1]:.2f}" for x in lines) + " MHz from nu0")
print("pair line shares: " + ", ".join(f"{x:.3f}" for x in shares))
print(f"centre share at J=0: {c0:.1e}")
print(f"thermal weight: diagonalized {w_diag:.4f}, law {weight(J_ex, T):.4f}")
print(f"centre line minus isolated midpoint: {lines[1][1] - midpoint:.2f} MHz")
print(f"H2 at {x_h2:.0f} bohr, splitting: computed {split_h2:.2e} hartree")
print(f"H2 at {x_h2:.0f} bohr, splitting: law {law(x_h2):.2e} hartree")
print(f"smallest J for one centre line: {J_min / 1e3:.2f} GHz")
print(f"distance at smallest J: {r_c:.1f} nm; at J=kT: {r_kT:.1f} nm")
print(f"distance at J=linewidth: {r_weak:.1f} nm")
print(f"dose: {dose:.0e} cm^-2; straggle: {straggle:.0f} nm")
print(f"peak density: {N_peak * 1e21:.2e} cm^-3; simulated donors: {n_ions}")
print(f"random pair fraction from Poisson formula: {f_poisson:.4f}")
print(f"placed pairs: {2 * n_partner / n_ions:.2f} of donors, {spread:.0f} nm per axis")
for name, q in (("random", rand), ("paired", clus), ("random, J/10", weak)):
    print(f"{name}: singles {q['single']:.3f}, pairs {q['pair']:.3f}, "
          f"larger {q['more']:.3f}")
    print(f"{name}: mean thermal weight {q['w']:.3f}, centre share {q['c']:.4f}")
    print(f"{name}: 2c = {2 * q['c']:.3f}, true f = {q['f']:.3f}")
print(f"mean centre strength, 300 pairs: diagonalized {mean_diag:.4f}")
print(f"mean centre strength, 300 pairs: law {mean_law:.4f}")
print(f"random layer, nearest J between linewidth and smallest J: {between:.3f}")
print(f"largest dipolar splitting at J=kT distance: {dipolar_split(r_kT):.2f} MHz")
print("all good")
```

It prints:

```
hyperfine constant A: 117.5 MHz = 4.20 mT
linewidth: 7.0 MHz = 0.25 mT
g factor: 1.9985; relative permittivity: 11.7
donor radius: 1.8 nm; effective hartree: 68.4 meV
microwave frequency: 9.7 GHz
centre field: 346.8 mT
temperature: 10 K; kT/h: 208 GHz
J/A=1: inner lines +-24.34 MHz, share of all 0.427
J/A=3: inner lines +-9.53 MHz, share of all 0.487
J/A=10: inner lines +-2.93 MHz, share of all 0.499
isolated lines: -58.39 and 59.11 MHz from nu0
pair exchange in test: 50 GHz = 0.207 meV
pair lines: -58.54, 0.17, 58.88 MHz from nu0
pair line shares: 0.248, 0.500, 0.252
centre share at J=0: 6.3e-29
thermal weight: diagonalized 0.9365, law 0.9365
centre line minus isolated midpoint: -0.18 MHz
H2 at 7 bohr, splitting: computed 1.90e-04 hartree
H2 at 7 bohr, splitting: law 1.77e-04 hartree
smallest J for one centre line: 0.98 GHz
distance at smallest J: 13.8 nm; at J=kT: 7.6 nm
distance at J=linewidth: 18.9 nm
dose: 1e+11 cm^-2; straggle: 25 nm
peak density: 1.60e+16 cm^-3; simulated donors: 64000
random pair fraction from Poisson formula: 0.0996
placed pairs: 0.20 of donors, 6 nm per axis
random: singles 0.888, pairs 0.097, larger 0.014
random: mean thermal weight 0.836, centre share 0.0419
random: 2c = 0.084, true f = 0.099
paired: singles 0.742, pairs 0.210, larger 0.048
paired: mean thermal weight 0.696, centre share 0.0823
paired: 2c = 0.165, true f = 0.221
random, J/10: singles 0.937, pairs 0.057, larger 0.005
random, J/10: mean thermal weight 0.945, centre share 0.0274
random, J/10: 2c = 0.055, true f = 0.058
mean centre strength, 300 pairs: diagonalized 0.3493
mean centre strength, 300 pairs: law 0.3494
random layer, nearest J between linewidth and smallest J: 0.150
largest dipolar splitting at J=kT distance: 0.35 MHz
all good
```
